# Burgess's Variance Theorem for Generation-Recombination Noise

A voltage held across a cold bar of n-type germanium drives a current that fluctuates even when the temperature and the field are steady. One cause is that electrons are released from donors and captured again at random, so the number of carriers varies. The mean number follows from balancing the two rates. The variance needs more: how often the number changes, and how strongly the rates return it to balance. For changes of one carrier at a time, these two pieces of information are sufficient at leading order in sample size.

## Master equation and moments

Let $N$ be the number of free electrons. In a short time $dt$ it rises by one with probability $g(N)\,dt$ and falls by one with probability $r(N)\,dt$. These rates depend on the present $N$ but not on its history. If $p(N,t)$ is the probability of finding $N$, then

$$
\frac{dp(N)}{dt}=g(N-1)p(N-1)+r(N+1)p(N+1)-[g(N)+r(N)]p(N). \tag{1}
$$

The lower boundary is respected by $r(0)=0$. If there is a largest value $M$, then $g(M)=0$; otherwise $p$ must fall fast enough for the sums below to converge.

Multiply (1) by a function $f(N)$ and sum. In the first gain term rename $N-1$ as $N$, and in the second rename $N+1$ as $N$. The boundary conditions remove the end terms, leaving

$$
\frac{d\langle f\rangle}{dt}=\big\langle[f(N+1)-f(N)]g(N)+[f(N-1)-f(N)]r(N)\big\rangle. \tag{2}
$$

Let $N_0$ satisfy $g(N_0)=r(N_0)\equiv g_0$, and put $x=N-N_0$. For $f=x$ the two differences are $+1$ and $-1$. For $f=x^2$ they are $(x+1)^2-x^2=2x+1$ and $(x-1)^2-x^2=-2x+1$. Hence

$$
\frac{d\langle x\rangle}{dt}=\langle g-r\rangle,\qquad
\frac{d\langle x^2\rangle}{dt}=2\langle x(g-r)\rangle+\langle g+r\rangle. \tag{3}
$$

The sum $g+r$ appears because a step adds $(\pm1)^2=1$ whichever way it goes. Equations (3) are exact, but for curved rates they involve higher moments.

## Linearisation about the steady state

Replace the rates in (3) by their tangents at $N_0$,

$$
g\simeq g_0+g'x,\qquad r\simeq g_0+r'x, \tag{4}
$$

where primes denote derivatives with respect to $N$, taken at $N_0$. Define $a=r'-g'$. Then $g-r=-ax$ and $g+r=2g_0+(g'+r')x$, so (3) becomes

$$
\frac{d\langle x\rangle}{dt}=-a\langle x\rangle, \tag{5}
$$

$$
\frac{d\langle x^2\rangle}{dt}=-2a\langle x^2\rangle+2g_0+(g'+r')\langle x\rangle. \tag{6}
$$

A stable steady state requires $a>0$: an excess of carriers must make recombination outrun generation. Equation (5) then gives $\langle x\rangle=0$ in the stationary state and a relaxation time $\tau=1/a$. With the last term of (6) gone, setting its left side to zero gives $2a\langle x^2\rangle=2g_0$, or

$$
\boxed{\operatorname{var}N=\sigma^2=\frac{g(N_0)}{r'(N_0)-g'(N_0)}=g_0\tau.} \tag{7}
$$

This is Burgess's theorem. The factor 2 on the right of the balance counts generation and recombination events, which are equally frequent; the factor 2 on the left comes from differentiating a square.

If the rates are linear over the whole range of $N$, (4) involves no approximation and (7) is exact. Three cases show what the slopes do.

- With constant $g$ and $r=N/\tau$, we have $g_0=N_0/\tau$ and $a=1/\tau$, so $\sigma^2=N_0$, the Poisson value.
- With $g=2(30-N)$ and $r=3N$, the steady state is $N_0=12$, $g_0=36$ and $a=3+2=5$. The variance is 7.2, below $N_0$, because each released carrier leaves one fewer to release.
- With $g=6+0.7N$ and $r=N$, we find $N_0=g_0=20$ and $a=0.3$. The variance is 66.7, above $N_0$, because carriers promote further generation.

The stationary distributions of the last two cases, computed from the rates, have these variances.

The restriction to single steps is essential. A jump of size $s$ changes $x^2$ by $2sx+s^2$, so it contributes $s^2$ times its rate to the noise term. Suppose pairs are generated at the constant rate 20 and carriers recombine singly at rate $N$. The mean obeys $d\langle N\rangle/dt=40-\langle N\rangle$, just as for single generation at rate 40. The variance, however, satisfies $2\sigma^2=4\times20+40$, which gives 60 instead of 40.

## A second derivation and the size of the error

Equation (1) can be written as $dp(N)/dt=J(N-1)-J(N)$, with the probability current $J(N)=g(N)p(N)-r(N+1)p(N+1)$. In the stationary state $J$ is the same between all neighbours, and it vanishes below $N=0$, so it is zero everywhere:

$$
\frac{p(N+1)}{p(N)}=\frac{g(N)}{r(N+1)}. \tag{8}
$$

This does not require thermal equilibrium. Light and heat may both contribute to $g$; (8) balances the total rates, not each mechanism separately.

Now multiply $g$ by a constant $\lambda$. Each upward step in (8) gains a factor $\lambda$, so the new distribution is $\lambda^Np(N)/Z$, with $Z=\sum_N\lambda^Np(N)$. Its mean is $\langle N\rangle=d\ln Z/d\ln\lambda$. A second differentiation gives

$$
\frac{d\langle N\rangle}{d\ln\lambda}=\langle N^2\rangle-\langle N\rangle^2=\operatorname{var}N. \tag{9}
$$

This identity is exact for the one-step process. In a large sample the mean is close to the root of $\lambda g(N_0)=r(N_0)$. Differentiating that condition with respect to $\ln\lambda$ and then setting $\lambda=1$ gives

$$
g_0+g'\frac{dN_0}{d\ln\lambda}=r'\frac{dN_0}{d\ln\lambda}
\quad\Longrightarrow\quad
\frac{dN_0}{d\ln\lambda}=\frac{g_0}{r'-g'}, \tag{10}
$$

which is (7) again. The variance measures how readily the mean responds to a fractional change of the generation rate.

The same route gives the error of (7). Let the sample grow at fixed densities. Then $g_0$ and $\sigma^2$ grow in proportion to its size, the slopes stay fixed, and second derivatives fall as the inverse size. Stationarity requires $\langle r-g\rangle=0$. Expanding to second order,

$$
a\langle x\rangle+\tfrac12(r''-g'')\sigma^2\simeq0
\quad\Longrightarrow\quad
\delta\equiv\langle x\rangle\simeq-\frac{(r''-g'')\sigma^2}{2a}. \tag{11}
$$

The shift $\delta$ is of order one, and the terms left out are smaller by the inverse size. Inserting $\langle N\rangle=N_0+\delta$ in (9) gives

$$
\operatorname{var}N\simeq\frac{g_0}{a}+\frac{d\delta}{d\ln\lambda}. \tag{12}
$$

The correction is also of order one, so the relative error of (7) falls as the inverse size. This holds for one stable state that is not marginal. The slope $a$ must change little over a typical fluctuation, $|r''-g''|\sigma\ll a$. As $a\to0$ with $r''\ne g''$, (7) diverges and this condition fails.

Equation (7) can also fail when the rates balance at two stable states. Take $y=N/100$, $g=100(0.75+3y^2)$ and $r=100(2.75y+y^3)$. Then $r-g=100(y-\tfrac12)(y-1)(y-\tfrac32)$, with stable states at $N=50$ and $150$. At the lower one $g_0=150$ and $a=0.5$, so (7) gives 300; at the upper one $g_0=750$ and $a=0.5$, which gives 1500. The full distribution has variance 1645. At both states $|r''-g''|=0.03$. With the rms values 17 and 39 that follow from (7), the product $|r''-g''|\sigma$ is 0.52 and 1.16, which is not small compared with $a=0.5$. The slope therefore changes by as much as its own value within a typical fluctuation, and neither tangent describes the whole distribution. In so small a system the fluctuations even blur the two states together: the distribution has a single maximum, near $N=45$, and a long upper tail. If 100 is replaced by 400 throughout, two maxima appear, near 194 and 579. The variance is then about 12,800, while (7) gives 1200 and 6000 at the two states. Most of it comes from the distance between the two groups of values, which no expansion about one state contains.

## Noise spectrum

Equation (5) also holds for the mean that follows a known starting value, so a deviation $x(0)$ decays on average as $x(0)e^{-t/\tau}$. Multiplying by $x(0)$ and averaging over the stationary distribution gives the correlation function $C(t)=\sigma^2e^{-t/\tau}$. With the one-sided convention,

$$
S_N(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt
=\frac{4\sigma^2\tau}{1+(2\pi f\tau)^2}. \tag{13}
$$

The integral of (13) over positive $f$ is $4\sigma^2\tau\times(1/2\pi\tau)\times(\pi/2)=\sigma^2$, as it should be. At fixed field and mobility the current is proportional to $N$, so

$$
\frac{S_I(f)}{I^2}=\frac{S_N(f)}{N_0^2}. \tag{14}
$$

The plateau of the spectrum and its corner frequency $1/(2\pi\tau)$ together give $\sigma^2/N_0^2$ and $\tau$.

## Donors in a compensated semiconductor

A volume $V$ contains $D$ donors and $A<D$ acceptors. Every acceptor holds an electron. Neutrality then requires $N+A$ ionised donors and leaves $D-A-N$ neutral ones. An electron is captured by any ionised donor with coefficient $c$, and each neutral donor emits at the rate $cn_1$:

$$
g=cn_1(D-A-N),\qquad r=\frac{c}{V}N(N+A). \tag{15}
$$

The density $n_1$ follows from equilibrium. Measure energy from the band edge, and let $\mu$ be the chemical potential. A dilute electron gas has density $n=N_ce^{\mu/kT}$, where $N_c$ is the effective density of band states. The ratio of neutral to ionised donors is $Ge^{(\mu+E_d)/kT}$, where $E_d$ is the binding energy and $G$ is the statistical weight of the bound electron. Balance of (15) requires $n_1$ to equal $n$ divided by this ratio:

$$
n_1=\frac{N_c}{G}e^{-E_d/kT},\qquad G=2+6e^{-\Delta/kT}. \tag{16}
$$

The 2 is the spin weight of the ground state, and the 6 that of an orbital triplet lying $\Delta$ higher.

State counting confirms the whole distribution. With $m=D-A-N$ bound electrons, the canonical weight is

$$
P(N)\propto\frac{(N_cV)^N}{N!}\binom{D}{m}\left(Ge^{E_d/kT}\right)^m. \tag{17}
$$

Raising $N$ by one lowers $m$ by one and changes the binomial by $m/(D-m+1)=(D-A-N)/(N+A+1)$. Therefore

$$
\frac{P(N+1)}{P(N)}=\frac{n_1V(D-A-N)}{(N+1)(N+1+A)}=\frac{g(N)}{r(N+1)},
$$

in agreement with (8).

The slopes are $r'=(c/V)(2N_0+A)$ and $g'=-cn_1$. Using $g_0=(c/V)N_0(N_0+A)$ in (7),

$$
\frac{\sigma^2}{N_0}=\frac{N_0+A}{2N_0+A+n_1V},\qquad
\frac1\tau=\frac cV(2N_0+A+n_1V). \tag{18}
$$

The capture coefficient sets the time scale but cancels from the variance. When $A\gg N_0,n_1V$, the number of capture sites hardly changes and the ratio tends to 1. When $A=0$ and $n_1V\ll N_0$, recombination varies as $N^2$, its slope is doubled and the ratio is $1/2$. When $n_1V\gg D$, nearly all donors are ionised and the ratio tends to $D/(n_1V)$, because few electrons remain to be exchanged.

For the correction (12), write $s=2N_0+A+n_1V$. Since $r''-g''=2c/V$ and $a=cs/V$, (11) gives $\delta=-\sigma^2/s=-N_0(N_0+A)/s^2$. Scaling $g$ scales $n_1$, so $dN_0/d\ln\lambda=\sigma^2$ and $ds/d\ln\lambda=2\sigma^2+n_1V$. Differentiating, and using $N_0(N_0+A)=\sigma^2s$,

$$
\frac{d\delta}{d\ln\lambda}=\frac{\sigma^2}{s^2}\left[-(2N_0+A)+4\sigma^2+2n_1V\right]. \tag{19}
$$

For the densities used below and 300,000 donors, (11) and (19) give $-0.1498$ and $-0.0468$. The summed distribution gives the same values. The relative error of (7) is $-6.1\times10^{-5}$ for 30,000 donors and $-6.1\times10^{-6}$ for 300,000, the expected inverse scaling.

## A germanium bar at 12 K

Consider a bar $5.0\times1.0\times0.5$ mm in size, with $V=2.5\times10^{-3}$ cm³. It has $10^{13}$ donors and $10^{12}$ acceptors per cm³. The material inputs are rough values for arsenic-doped germanium: $E_d=14$ meV, $\Delta=4$ meV, $c=2\times10^{-6}$ cm³/s, mobility $10^5$ cm²/Vs and relative permittivity 16. Four valleys with masses of 1.6 and 0.08 electron masses give $N_c=8.13\times10^{16}$ cm⁻³. With $kT=1.034$ meV and $G=2.125$, (16) yields $n_1=5.04\times10^{10}$ cm⁻³.

Divide $g=r$ by $cV$ and write $n=N_0/V$. In units of $10^{12}$ cm⁻³ the balance is $n^2+1.0504\,n-0.4539=0$, whose positive root is

$$
n=\tfrac12\left(-1.0504+\sqrt{1.0504^2+4\times0.4539}\right)=0.329.
$$

Thus $N_0=8.23\times10^8$. Equation (18) gives

$$
\frac{\sigma^2}{N_0}=\frac{0.329+1}{0.658+1+0.050}=0.778,\qquad
\sigma^2=6.40\times10^8.
$$

The rms fluctuation is $2.53\times10^4$ electrons, or $3.1\times10^{-5}$ of the mean. Summing the distribution from (8) over ten rms widths on each side gives the same variance to the seven printed digits. The relaxation rate is $2\times10^{-6}\times1.708\times10^{12}=3.42\times10^6$ s⁻¹, so $\tau=293$ ns and the corner lies at 544 kHz.

A field $E=0.5$ V/cm drives 13.2 µA through 19.0 kΩ. From (13) and (14), the plateau is

$$
S_I=4\,\frac{6.40\times10^8}{(8.23\times10^8)^2}(2.93\times10^{-7}\,\mathrm{s})(1.318\times10^{-5}\,\mathrm{A})^2
=1.92\times10^{-25}\ \mathrm{A^2/Hz},
$$

or about 0.44 pA/√Hz. This is 5.5 times the thermal noise $4kT/R$, where $R$ is the resistance.

## How far a real bar departs from the model

The capture coefficient and mobility of germanium at these temperatures vary considerably with temperature and purity. Halving $c$ with all else fixed doubles $\tau$ and the plateau and leaves the variance unchanged. The variance is more sensitive to $n_1$. An error of 0.1 K in temperature moves it by 8 %. The potential of neighbouring charged centres, estimated at their mean spacing, lowers the binding energy by about 0.12 meV and raises the variance by about 8 %. This gives only the order of magnitude: a Debye-screening estimate gives 0.12 to 0.15 meV, or 7 to 10 %, and donors nearest an acceptor are shifted by about 0.35 meV, a third of $kT$, so a single level $E_d$ is itself an approximation. Lowering of the barrier by the applied field, overestimated by using its largest value in every direction, would add up to 9 %. A surface barrier of 0.3 V would deplete some 5 % of the cross-section.

Stray light that ionises each neutral donor at rate $\phi$ replaces $cn_1$ by $cn_1+\phi$ in (15). Equation (7) still applies, though equilibrium is lost. The thermal rate $cn_1$ is $1.0\times10^5$ s⁻¹, so shielding must keep $\phi$ well below this if (16) is to be used.

With an assumed energy relaxation time of 1 ns, the energy gained from the field is $0.024\,kT$, and it would reach $kT$ near 3 V/cm. These figures rest on the mobility chosen above, which is low for so pure a crystal. With $5\times10^5$ cm²/Vs the gain would be $0.12\,kT$, it would reach $kT$ near 1.4 V/cm, and the plateau would be about 28 times the thermal noise. At the higher mobility heating already matters at 0.5 V/cm: the electron temperature rises by about 8 %. If capture falls as $T_e^{-1.5}$ to $T_e^{-2.5}$ while thermal emission is unchanged, $c$ no longer cancels and the variance rises by roughly 8 to 13 %, against 2 to 3 % at the lower mobility. Towards the fields where the gain reaches $kT$, carrier heating and impact ionisation must enter the rates explicitly. Dielectric relaxation takes 0.27 ns, far less than $\tau$, which supports the use of neutrality. With a rough $1/f$ noise parameter of $10^{-3}$, flicker noise would exceed the plateau below about 1 kHz. The plateau is therefore best read well above that frequency and well below the corner, with the thermal noise subtracted. Near 50 kHz, for example, flicker noise adds about 2 % and the fall towards the corner removes about 1 %. Estimates for tunnelling, donor overlap, excited states and band filling, all negligible here, are in the numerical output.

## Table of computed values

```
Linear, sub-Poisson: var 7.2000, theorem 7.2000
Linear, super-Poisson: var 66.6667, theorem 66.6667
Pair generation: var 60.000, one-step 40.000
Bistable: var 1645, lower-state formula 300
3000 donors: var 76.73761, response 76.73761
300000 donors: mean shift -0.14981, formula -0.14981
300000 donors: var correction -0.04677, formula -0.04677
Relative var error, 30000 donors: -6.092e-05
Relative var error, 300000 donors: -6.091e-06
Largest spectrum deviation, 12000 donors: 2.45e-04
Temperature 12.0 K, kT 1.0341 meV
Donors 1.0e+13, acceptors 1.0e+12 cm^-3
Bar 5.0 x 1.0 x 0.5 mm, volume 2.50e-03 cm^3
Donor energy 14 meV, triplet 4 meV above ground
Masses: long. 1.6, transv. 0.08 m_e; valleys 4
Capture 2.0e-06 cm^3/s, mobility 1.0e+05 cm^2/Vs
Relative permittivity 16, field 0.50 V/cm
Band density 8.126e+16 cm^-3, donor weight 2.1254
Mass-action density n1 5.0431e+10 cm^-3
Electron density 3.2903e+11 cm^-3, N0 8.2256e+08
Generation rate 2.1864e+15 1/s
Slopes: r' 3.3161e+06 1/s, g' -1.0086e+05 1/s
Variance: theorem 6.398706e+08, summed 6.398706e+08
rms number 2.5296e+04, var/N0 0.7779
rms relative fluctuation 3.075e-05
Relaxation time 292.7 ns, corner 543.8 kHz
Resistance 18.97 kohm, current 13.18 uA
g-r current noise, plateau 1.923e-25 A^2/Hz
Thermal current noise 3.494e-26 A^2/Hz, ratio g-r/thermal 5.50
Coulomb lowering 0.119 meV, var change 7.6 %
Field lowering (upper bound) 0.134 meV, var change 8.6 %
Temperature +0.1 K: var change 8.1 %
Excited states (5 meV deep) / donor weight 6.2e-04
Energy relaxation 1.0 ns, heating/kT 0.024
Field where heating reaches kT 3.2 V/cm
Tunnelling exponent 6.4e+04
Donor radius 6 nm, overlap exponent 155
Band filling n/Nc 4.0e-06
Dielectric relaxation 0.269 ns
Surface barrier 0.3 V: depletion 7.7 um, 4.6 % of section
1/f parameter 1e-03: equals g-r plateau at 1098 Hz
```
